# Parallel and normal effective indices of a silicon-silica grating

**Question**

I have a fine grating made of equal volumes of silicon ($n_1=3.48$) and silica ($n_2=1.44$), and I want to replace it by a uniform material. Averaging the indices gives $(3.48+1.44)/2=2.46$. I am told that this is wrong, and that I need two indices, "parallel" and "normal". Parallel to what: the direction of travel or the field? How do I calculate the two values, and can I still trust them for a 200 nm period at a wavelength of 1550 nm?

**Answer**

The words refer to the electric field relative to the flat layers. A wave travelling straight across the layers has its electric field parallel to them, so it sees the parallel index.

Let $z$ be the layer normal, $f_1$ and $f_2=1-f_1$ the volume fractions, $\Lambda$ the period, and $\varepsilon_i=n_i^2$ the relative permittivities. The materials are lossless and non-magnetic, and for now the stack fills all space.

**The two averages**

If the period is much shorter than the wavelength, the fields inside one cell obey the static equations to leading order, $\nabla\times\mathbf E=0$ and $\nabla\cdot\mathbf D=0$, with negligible variation along the layers on that scale. Two components are then constant through the cell: the parallel part of $\mathbf E$ and the normal part of $\mathbf D$. The effective permittivity is the ratio of the cell averages of $D$ and $E$.

For a parallel field, $E$ is common to both materials and $D=\varepsilon_0\varepsilon E$ varies:

$$\varepsilon_\parallel=\frac{\langle D\rangle}{\varepsilon_0\langle E\rangle}=f_1\varepsilon_1+f_2\varepsilon_2 .$$

For a normal field, $D$ is common and $E=D/(\varepsilon_0\varepsilon)$ varies:

$$\frac1{\varepsilon_\perp}=\frac{\varepsilon_0\langle E\rangle}{\langle D\rangle}=\frac{f_1}{\varepsilon_1}+\frac{f_2}{\varepsilon_2}.$$

A plane wave polarized along a principal axis has an index equal to the square root of that axis's permittivity. With $\varepsilon_1=3.48^2=12.1104$ and $\varepsilon_2=1.44^2=2.0736$,

$$\varepsilon_\parallel=\frac{12.1104+2.0736}{2}=7.0920,\qquad n_\parallel=\sqrt{7.0920}\approx 2.66,$$

$$\frac1{\varepsilon_\perp}=\frac{0.08257+0.48225}{2}=0.28241,\qquad n_\perp=\sqrt{3.5409}\approx 1.88 .$$

The normal index is lower because a common $D$ makes $E$ larger in the silica, by $\varepsilon_1/\varepsilon_2=5.84$ at an interface. The low-permittivity material therefore carries more weight.

Your 2.46 lies between the two results, and this is general. The mean of a square is at least the square of the mean, so $n_\parallel^2=\langle n^2\rangle\ge\langle n\rangle^2$. Likewise $1/n_\perp^2=\langle n^{-2}\rangle\ge\langle n^{-1}\rangle^2$, and the Cauchy-Schwarz inequality gives $\langle n^{-1}\rangle\langle n\rangle\ge1$. Hence $n_\perp\le\langle n\rangle\le n_\parallel$.

**Finite period: travel along the layers**

To see what a 200 nm period does, return to Maxwell's equations. Let the wave run along $x$ as $e^{i(Nk_0x-\omega t)}$, with $k_0=2\pi/\lambda$ and $N$ the index to be found.

For the parallel polarization, $E_y$ obeys the wave equation
$$E_y''+k_0^2(\varepsilon-N^2)E_y=0,$$
where a prime means $d/dz$.

For the other polarization, use $H_y$. The law $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ gives
$$E_x=\frac{H_y'}{i\omega\varepsilon_0\varepsilon},\qquad E_z=-\frac{Nk_0H_y}{\omega\varepsilon_0\varepsilon}.$$
Thus $D_z$ is proportional to $H_y$. Inserting both components into $E_x'-iNk_0E_z=i\omega\mu_0H_y$ and multiplying by $i\omega\varepsilon_0$ gives
$$\left(\frac{H_y'}{\varepsilon}\right)'+k_0^2\left(1-\frac{N^2}{\varepsilon}\right)H_y=0 .$$

Both equations have the form
$$\left(\frac{F'}{p}\right)'+\frac{k_0^2(\varepsilon-N^2)}{p}F=0,$$
with $p=1$ for parallel $E$ and $p=\varepsilon$ for normal $E$. At an interface $F$ and $F'/p$ are continuous.

The fundamental wave repeats from cell to cell and is even about the centre of every layer. In layer $i$, of thickness $f_i\Lambda$, it is $F=A_i\cos(\kappa_is)$, where $s$ is measured from the layer's centre and $\kappa_i^2=k_0^2(\varepsilon_i-N^2)$. Take an interface with silicon on the left. The ratio $F'/(pF)$ is $-(\kappa_1/p_1)\tan(\kappa_1f_1\Lambda/2)$ on the silicon side and $+(\kappa_2/p_2)\tan(\kappa_2f_2\Lambda/2)$ on the silica side. Equating them,

$$\sum_{i=1}^{2}\frac{\kappa_i}{p_i}\tan\frac{\kappa_if_i\Lambda}{2}=0 .$$

In silica $\kappa_2$ is imaginary, but $\kappa\tan(\kappa f\Lambda/2)$ is even in $\kappa$ and stays real.

For a short period use $\tan u\approx u+u^3/3$. Multiplying the sum by $2/(k_0^2\Lambda)$ and writing $q_i=\varepsilon_i-N^2$ gives

$$\sum_i\frac{f_iq_i}{p_i}+C\sum_i\frac{f_i^3q_i^2}{p_i}=0,\qquad C=\frac{k_0^2\Lambda^2}{12}=\frac{\pi^2}{3}\left(\frac{\Lambda}{\lambda}\right)^2 .$$

Without the $C$ term, $p=1$ gives $N^2=f_1\varepsilon_1+f_2\varepsilon_2$, and $p=\varepsilon$ gives $1=N^2(f_1/\varepsilon_1+f_2/\varepsilon_2)$. These are the two averages again. In the small $C$ term it is enough to use these leading values of $N^2$.

*Parallel field.* Here $q_1=f_2(\varepsilon_1-\varepsilon_2)$ and $q_2=-f_1(\varepsilon_1-\varepsilon_2)$. Therefore
$$\sum_i f_i^3q_i^2=f_1^2f_2^2(\varepsilon_1-\varepsilon_2)^2(f_1+f_2),$$
and, since $f_1+f_2=1$,
$$N_\parallel^2\approx\varepsilon_\parallel+C f_1^2f_2^2(\varepsilon_1-\varepsilon_2)^2 .$$

*Normal field.* Let $\eta=1/\varepsilon_2-1/\varepsilon_1$. Then
$$\frac{q_1}{\varepsilon_1}=1-\frac{\varepsilon_\perp}{\varepsilon_1}=\varepsilon_\perp\left(\frac1{\varepsilon_\perp}-\frac1{\varepsilon_1}\right)=\varepsilon_\perp f_2\eta,$$
and similarly $q_2/\varepsilon_2=-\varepsilon_\perp f_1\eta$. Writing $q_i^2/\varepsilon_i=\varepsilon_i(q_i/\varepsilon_i)^2$,
$$\sum_i\frac{f_i^3q_i^2}{\varepsilon_i}=\varepsilon_\perp^2\eta^2f_1^2f_2^2(f_1\varepsilon_1+f_2\varepsilon_2)=\varepsilon_\perp^2\eta^2f_1^2f_2^2\varepsilon_\parallel .$$
The condition becomes $1-N^2/\varepsilon_\perp+C\varepsilon_\perp^2\eta^2f_1^2f_2^2\varepsilon_\parallel=0$, so
$$N_\perp^2\approx\varepsilon_\perp+C f_1^2f_2^2\,\eta^2\,\varepsilon_\perp^3\varepsilon_\parallel .$$

Both corrections are positive and grow as $(\Lambda/\lambda)^2$ at this order. For your grating $\Lambda/\lambda=0.1290$, hence $C\approx0.0548$ and $Cf_1^2f_2^2\approx0.00342$. With $\varepsilon_1-\varepsilon_2=10.037$ and $\eta=0.3997$,

$$N_\parallel\approx\sqrt{7.092+0.345}\approx2.727,\qquad N_\perp\approx\sqrt{3.541+0.172}\approx1.927 .$$

Solving the layered Maxwell problem without the expansion gives 2.727 and 1.933. These lie 2.4% and 2.7% above the respective short-period indices. The nearly uniform fields assumed at the start have also become less uniform: at 200 nm, the parallel $E$ at the silica centre is 0.81 of its value at the silicon centre. At a 20 nm period the ratio is 0.998.

**Finite period: travel across the layers**

Now let the wave travel along $z$. Its field is still parallel to the layers. In layer $i$ the phase is $\phi_i=k_0n_if_i\Lambda$, and the pair $(E,E'/k_0)$ is carried through by

$$M_i=\begin{pmatrix}\cos\phi_i&\sin\phi_i/n_i\\-n_i\sin\phi_i&\cos\phi_i\end{pmatrix}.$$

A Bloch wave gains a factor $e^{iK\Lambda}$ per period. The product $M_2M_1$ has unit determinant, so its eigenvalues are $e^{\pm iK\Lambda}$ and its trace is $2\cos K\Lambda$. Multiplying out the diagonal elements,

$$\cos K\Lambda=\cos\phi_1\cos\phi_2-\frac12\left(\frac{n_1}{n_2}+\frac{n_2}{n_1}\right)\sin\phi_1\sin\phi_2 .$$

For small phases, compare the second-order terms, using $\phi_1\phi_2\,n_1/n_2=k_0^2\Lambda^2f_1f_2\varepsilon_1$ and its counterpart for $n_2/n_1$:

$$K^2=k_0^2\left[f_1^2\varepsilon_1+f_2^2\varepsilon_2+f_1f_2(\varepsilon_1+\varepsilon_2)\right]=k_0^2(f_1\varepsilon_1+f_2\varepsilon_2).$$

The last step uses $f_1+f_2=1$. So $K/k_0\to n_\parallel$, the same limit as for parallel-field travel along the layers.

At 200 nm, $\phi_1=1.411$ and $\phi_2=0.584$. The cosine is $-0.637$, so $K\Lambda=2.261$ and $K/k_0\approx2.79$, which is 4.7% above $n_\parallel$. For the unbounded stack at fixed wavelength and equal volumes, $K\Lambda$ first reaches $\pi$ at a period of 240 nm, where a stop band begins. The simple estimate $\lambda/(2n_\parallel)$ would put this at 291 nm, which is too generous. For travel across this grating, a uniform material with index 2.66 is therefore a first estimate, not a two-decimal prediction.

**From the material to a waveguide**

Suppose your grating is a thin film whose layers stand upright, perpendicular to the film plane. As an example, take a film thickness $d=220$ nm. The stack then no longer fills all space. Model the film as a uniform core of index $n_c$ with silica on both sides, unlimited in width, and take the electric field in the film plane. The field is a cosine in the core and decays outside. Continuity of the field and its slope gives

$$\kappa\tan\frac{\kappa d}{2}=\gamma,\qquad \kappa=k_0\sqrt{n_c^2-N^2},\qquad \gamma=k_0\sqrt{N^2-n_2^2}.$$

With $n_c=n_\parallel$, for travel across the grating layers, the fundamental mode of this polarization has $N\approx2.09$. With $n_c=n_\perp$, for travel along them, it has $N\approx1.54$. Both are below the material indices: a cosine in the core needs $\kappa^2>0$, and hence $N<n_c$. These values leave out the finite-period shifts, the uneven fields where the layers end at the film faces, and the finite width of a real guide. The first two are not negligible: with the layers kept at a 200 nm period, the same film gives about 2.15 and 1.58, roughly 3% higher. Because the guided index is lower than the material index, the stop band of this film begins near a period of 300 nm, not at the 240 nm of the unbounded stack.

Two other changes can be compared for the unbounded material, using the short-period formulas (at a 200 nm period the width change for the normal field is 0.08 rather than 0.07, and the thermal changes are larger by about a tenth for the parallel field along the layers and by about a third for the normal field and for travel across the layers):

- Making the silicon 10 nm wider at fixed period raises $n_\parallel$ by 0.09 and $n_\perp$ by 0.07.
- Heating by 50 K raises them by about 0.006 and 0.001. This uses rough coefficients of $1.8\times10^{-4}$ per kelvin for silicon and $1.0\times10^{-5}$ per kelvin for silica, with thermal expansion ignored.

Of the effects sized here, the finite film thickness moves the number most. Use 2.66 and 1.88 as principal indices of the short-period material, and then, if your grating is a thin film, solve for the waveguide mode. If you need better than a few percent at this period, keep the layers in the calculation. The numerical output below lists the indices at several periods.

## Values computed for the example and the checks

```
silicon index: 3.48 (dimensionless)
silica index: 1.44 (dimensionless)
silicon volume fraction: 0.50 (dimensionless)
wavelength: 1550 nm
period: 200 nm
silicon width: 100 nm
period / wavelength: 0.1290 (dimensionless)
silicon permittivity: 12.1104 (dimensionless)
silica permittivity: 2.0736 (dimensionless)
inverse silicon permittivity: 0.08257 (dimensionless)
inverse silica permittivity: 0.48225 (dimensionless)
parallel permittivity: 7.0920 (dimensionless)
mean inverse permittivity: 0.28241 (dimensionless)
normal permittivity: 3.5409 (dimensionless)
PARALLEL INDEX: 2.6631 (dimensionless)
NORMAL INDEX: 1.8817 (dimensionless)
index difference, parallel minus normal: 0.7814 (dimensionless)
plain mean of the two indices: 2.46 (dimensionless)
normal-E jump, silica side / silicon side: 5.840 (dimensionless)
E par, oxide/silicon centre, period 20 nm: 0.9979 (dimensionless)
D normal, oxide/silicon centre, period 20 nm: 0.9979 (dimensionless)
E par, oxide/silicon centre, period 200 nm: 0.8142 (dimensionless)
D normal, oxide/silicon centre, period 200 nm: 0.8052 (dimensionless)
Maxwell indices: period nm | along, E par | along, E normal | across
  2 | 2.6631 | 1.8817 | 2.6631
  50 | 2.6671 | 1.8846 | 2.6672
  100 | 2.6792 | 1.8935 | 2.6814
  200 | 2.7267 | 1.9327 | 2.7893
second-order parallel index at 200 nm: 2.7271 (dimensionless)
second-order normal index at 200 nm: 1.9269 (dimensionless)
finite-period shift along, E par: 2.39 %
finite-period shift along, E normal: 2.71 %
finite-period shift across: 4.74 %
stop band begins at period: 240.2 nm
homogenised estimate of that period: 291.0 nm
silicon width error: 10 nm
resulting parallel index change: 0.0926 (dimensionless)
resulting normal index change: 0.0703 (dimensionless)
temperature rise: 50 K
rough dn/dT silicon, silica: 1.8e-04, 1.0e-05 1/K
thermal parallel index change: 0.00602 (dimensionless)
thermal normal index change: 0.00127 (dimensionless)
film thickness: 220 nm
film mode index, E parallel to layers: 2.0853 (dimensionless)
film mode index, E normal to layers: 1.5445 (dimensionless)
```
